# How Strain Separates Free and Clamped Electro-Optic Coefficients

**Q.** I apply the same field to the same crystal twice, once free to deform and once held rigid. You say that the linear electro-optic coefficient differs. If the field is the same, what else is there to change the refractive index?

**A.** The strain. A piezoelectric crystal deforms in a field, and a deformed crystal has a different optical response. When free it shows both effects, and when clamped it shows the effect of the field without strain.

I describe the optics by the impermeability $B_{ij}=(\varepsilon^{-1})_{ij}$, the inverse relative permittivity at the light frequency. $E_k$ is the slow field inside the crystal and $T_{lm}$ the stress. $S_{lm}$ is the symmetric strain, measured from the poled, field-free state, so spontaneous strain is not counted. Repeated indices are summed from 1 to 3.

**Q.** Is it legitimate to add the two effects? A ferroelectric is hardly a linear material.

**A.** It is, for small changes about one equilibrium state. At fixed wavelength and temperature, and in a single domain, $B_{ij}$ is a smooth function of $E$ and $S$. Its first differential is

$$dB_{ij}=r^S_{ijk}\,dE_k+p^E_{ijlm}\,dS_{lm},$$

$$r^S_{ijk}=\left(\frac{\partial B_{ij}}{\partial E_k}\right)_S,\qquad p^E_{ijlm}=\left(\frac{\partial B_{ij}}{\partial S_{lm}}\right)_E .$$

The first tensor is the clamped electro-optic tensor and the second the elasto-optic tensor at constant field. Products such as $dE\,dS$ are of second order and are dropped.

**Q.** The strain in a free crystal is not an independent variable. How do you remove it?

**A.** With the elastic and piezoelectric response at fixed temperature:

$$dS_{lm}=d_{klm}\,dE_k+s^E_{lmno}\,dT_{no},\qquad d_{klm}=\left(\frac{\partial S_{lm}}{\partial E_k}\right)_T .$$

Here $d$ is the converse piezoelectric tensor and $s^E$ the elastic compliance at constant field. Stress-free means $dT_{no}=0$, so $dS_{lm}=d_{klm}dE_k$. Inserting this gives

$$dB_{ij}=\left(r^S_{ijk}+p^E_{ijlm}d_{klm}\right)dE_k .$$

By definition the free response is $dB_{ij}=r^T_{ijk}dE_k$. The three components of $dE_k$ can be chosen independently, so their coefficients must agree:

$$\boxed{\,r^T_{ijk}-r^S_{ijk}=p^E_{ijlm}\,d_{klm}\,}$$

If the crystal is made stiff while its piezoelectric stress per field stays finite, $d$ goes to zero and the two coefficients merge.

**Q.** My $d$ was measured by pressing on the crystal and collecting charge. That is the direct effect, not the converse one.

**A.** They agree under matching thermal conditions. Take the free-energy density $G(T,E)$ at fixed temperature, with

$$dG=-S_{lm}\,dT_{lm}-P_k\,dE_k .$$

Equality of the mixed second derivatives gives

$$-\frac{\partial S_{lm}}{\partial E_k}=\frac{\partial^2G}{\partial E_k\,\partial T_{lm}}=-\frac{\partial P_k}{\partial T_{lm}} .$$

Hence $d_{klm}=(\partial P_k/\partial T_{lm})_E$. Here $P_k$ is the charge per undeformed area, in crystal axes; in a polar crystal a change of electrode area would otherwise enter at first order.

The relation has the same form in Gaussian and SI units, because $B$, $S$ and $p$ are dimensionless while $r$ and $d$ are both inverse fields.

**Q.** Tables use two indices, not four. Where do the factors of two go?

**A.** Number the pairs 11, 22, 33, 23, 13, 12 as 1 to 6. The shear strain is $S_4=2S_{23}$, so $d_{k4}=2d_{k23}$, whereas $B_4=B_{23}$ carries no factor. The 23 and 32 terms of the contraction combine as

$$p_{ij23}d_{k23}+p_{ij32}d_{k32}=2p_{ij23}d_{k23}=p_{I4}d_{k4}.$$

The factor is absorbed in $d$, and

$$r^T_{Ik}-r^S_{Ik}=\sum_{J=1}^{6}p^E_{IJ}d_{kJ}.$$

**Q.** Show me what survives in a tetragonal ferroelectric.

**A.** Take class $4mm$ with polar axis 3. A field along 3 leaves the fourfold axis and the mirrors intact, so the strain must respect them: $S_1=S_2=d_{31}E_3$, $S_3=d_{33}E_3$, with no shear. A field along 2 is odd under $x_2\to-x_2$ and even under $x_1\to-x_1$. Among the strains, $S_4$ alone shares this behaviour, so $S_4=d_{24}E_2$, and the fourfold axis makes $d_{24}=d_{15}$. Therefore

$$r^T_{13}-r^S_{13}=(p_{11}+p_{12})d_{31}+p_{13}d_{33},$$

$$r^T_{33}-r^S_{33}=2p_{31}d_{31}+p_{33}d_{33},$$

$$r^T_{42}-r^S_{42}=p_{44}d_{15},$$

with all $p$ at constant $E$.

**Q.** You keep insisting on constant $E$. Surely the elasto-optic effect is a property of the strained lattice, whatever the electrical conditions?

**A.** Straining a polar crystal at fixed field also changes its polarization, which changes the optics. Write $B$ as a function of $P$ and $S$ instead:

$$dB=f\,dP+p^P\,dS,\qquad dP=\chi^S dE+e\,dS,$$

with indices suppressed. Here $f=(\partial B/\partial P)_S$, $\chi^S=(\partial P/\partial E)_S$ and $e=(\partial P/\partial S)_E$. Three experiments then give three results.

- Fixed $E$: $dP=e\,dS$, so $p^E=p^P+fe$.
- Fixed $S$: $dP=\chi^S dE$, so $r^S=f\chi^S$.
- Fixed $T$: $dS=d\,dE$ and $dP=\chi^T dE$, so $r^T=f\chi^T+p^Pd$ and $\chi^T=\chi^S+ed$.

Subtracting the second from the third,

$$r^T-r^S=f(\chi^T-\chi^S)+p^Pd=fed+p^Pd=p^Ed .$$

Using $p^P$ in the final formula would lose $fed$, the part that acts through the polarization.

**Q.** Is that loss large enough to matter?

**A.** In the following model it is. Its free-energy density is

$$F=\frac{\alpha}{2}\sum_iP_i^2+\frac b4\sum_iP_i^4+\frac h2\sum_{i<j}P_i^2P_j^2+\frac12(S-Q\Pi)^{\mathsf T}c\,(S-Q\Pi),$$

where $\Pi=(P_1^2,P_2^2,P_3^2,P_2P_3,P_1P_3,P_1P_2)$. In this formula and the next, $S$ is the total strain from the cubic parent, $Q$ is electrostriction and $c$ the stiffness at constant $P$. The optics follow

$$B=B_0(1,1,1,0,0,0)^{\mathsf T}+g\,\Pi+p^PS .$$

The inputs are:

- $P_s=25\ \mu\mathrm{C/cm^2}$, with free relative susceptibilities 150 along axis 3 and 2000 across it;
- $Q_{11},Q_{12},Q_{44}=0.110,-0.045,0.060\ \mathrm{m^4/C^2}$;
- $c_{11},c_{12},c_{44}=200,100,120$ GPa;
- $g_{11},g_{12},g_{44}=0.12,0.02,0.14\ \mathrm{m^4/C^2}$;
- $p^P_{11},p^P_{12},p^P_{44}=0.20,0.10,0.05$ and $B_0=0.17$.

The susceptibilities fix the polynomial. Without stress the last term of $F$ vanishes. Equilibrium at $P_3=P_s$ requires $\alpha=-bP_s^2$, and the curvatures are $1/\chi^T_{33}=\alpha+3bP_s^2=2bP_s^2$ and $1/\chi^T_{11}=\alpha+hP_s^2=(h-b)P_s^2$.

For $r_{33}$, differentiating $g_{11}P_3^2$ gives $f_{33}=2g_{11}P_s=2(0.12)(0.25)=0.06\ \mathrm{m^2/C}$. With $e_{33}=5.57\ \mathrm{C/m^2}$,

$$p^E_{33}=0.20+0.06\times5.57=0.534 .$$

The piezoelectric coefficients are $d_{31}=-29.88$, $d_{33}=73.05$ and $d_{15}=265.63$ pm/V. With $p^E_{31}=0.0357$,

$$r^T_{33}-r^S_{33}=2(0.0357)(-29.88)+0.5343(73.05)=-2.13+39.03=36.9\ \mathrm{pm/V}.$$

Direct minimization of the free energy gives 88.32 pm/V free and 51.43 pm/V clamped, with the same difference. The constant-polarization tensor would give 8.63 pm/V. In Gaussian units the correct difference is $1.11\times10^{-6}$ cm/statV.

**Q.** One component could agree by luck. What about the others?

**A.** For the remaining two, in pm/V:

| | free | clamped | difference | with $p^P$ |
|---|---:|---:|---:|---:|
| $r_{13}$ | 11.62 | 8.57 | 3.05 | −1.66 |
| $r_{42}$ | 633.07 | 419.31 | 213.76 | 13.28 |

The difference in $r_{13}$ is small because $-8.32$ from $d_{31}$ cancels most of the $+11.37$ from $d_{33}$. Here the wrong tensor even gives the wrong sign. For $r_{42}$, $p^E_{44}=0.8048$ and $0.8048\times265.63=213.8$ pm/V.

In the numerical test, $r^T$ and $d$ came from small field changes in the free crystal, $r^S$ from field changes at fixed strain, and $p^E$ from strain changes at fixed field. Over all 18 components the largest mismatch between the two sides was 0.00004 pm/V.

**Q.** Suppose I measure $p$ by diffracting light from a sound wave. Is that your $p^E$?

**A.** Not necessarily, since the wave can carry its own electric field. Consider a plane wave along 3 in an insulating crystal, with strain $S_3$ and no free charge. Then the alternating displacement $D_3$ is zero. In SI form,

$$0=\varepsilon_0E_3+\chi^S_{33}E_3+e_{33}S_3,\qquad E_3=-\frac{e_{33}S_3}{\varepsilon_0+\chi^S_{33}} .$$

Putting this field into the first differential of $B$ gives

$$p^D_{33}=p^E_{33}-\frac{r^S_{33}e_{33}}{\varepsilon_0+\chi^S_{33}} .$$

The clamped relative susceptibility is 96.8, so the denominator is $97.8\,\varepsilon_0$. The correction is 0.33 and $p^D_{33}\approx0.20$, close to the constant-polarization value. This is expected when the susceptibility is large: fixing $D=\varepsilon_0E+P$ then nearly fixes $P$. Such a measurement needs the correction before its $p$ enters the formula.

**Q.** My crystal is a film on a thick substrate. It is neither free nor clamped.

**A.** Then use the strain that the substrate allows. Let the film normal be the polar axis, with in-plane strains held and the top surface free. Inverting the elastic relation gives $T=c^E(S-d\,E)$, where $c^E$ is the inverse of $s^E$. With $S_1=S_2=0$ and $T_3=0$,

$$0=c^E_{33}(S_3-d_{33}E_3)-2c^E_{13}d_{31}E_3,$$

$$\frac{S_3}{E_3}=d_{33}+\frac{2c^E_{13}}{c^E_{33}}d_{31}.$$

For the model, $c^E_{13}=107.0$ and $c^E_{33}=163.8$ GPa, so the strain per field is

$$73.05-2\frac{107.0}{163.8}(29.88)=34.0\ \mathrm{pm/V}.$$

Since $S_3$ is the only strain that changes,

$$r^{\rm film}_{33}=51.43+0.5343\times34.0=69.6\ \mathrm{pm/V}.$$

Minimization with these boundary conditions gives 69.60 pm/V. This comparison holds the spontaneous state at its bulk value; misfit strain would change the starting state, and with it the electro-optic coefficients.

**Q.** Nobody clamps a modulator in a rigid box. People say that a high frequency clamps it. Why?

**A.** Inertia prevents the average strain from following. Take a thin bar of length $L$ along 1, with a uniform field along 3 and free ends. Well below its lateral resonances $T_1$ is the only stress, and with displacement $u$ and density $\rho$

$$\rho\ddot u=\frac{\partial T_1}{\partial x},\qquad T_1=\frac{1}{s^E_{11}}\left(\frac{\partial u}{\partial x}-d_{31}E_3\right).$$

At angular frequency $\omega$ this becomes $u''+k^2u=0$ with $k=\omega\sqrt{\rho s^E_{11}}$. With $x=0$ at the centre, symmetry selects $u=A\sin kx$. Zero stress at the ends requires $Ak\cos(kL/2)=d_{31}E_3$. The mean strain is the total extension divided by $L$:

$$\bar S_1=\frac{2A\sin(kL/2)}{L}=d_{31}E_3\,R,\qquad R=\frac{\tan(kL/2)}{kL/2}.$$

At low frequency $R\to1$ and the bar is free. Resonances occur where the cosine vanishes, the first at frequency $1/(2L\sqrt{\rho s^E_{11}})$. Well above it and between resonances, $R$ becomes small because $kL/2$ is large. Mechanical loss makes the stiffness complex and limits the peaks.

**Q.** So above the first resonance I should use $r^S$?

**A.** Not in a slender bar. Holding the mean length stops $S_1$, but the lateral strains still follow. The mean stress is $\bar T_1=(R-1)d_{31}E_3/s^E_{11}$, and it alters the other strains through $s^E_{J1}$:

$$\bar S_J=\left[d_{3J}+\frac{s^E_{J1}}{s^E_{11}}d_{31}(R-1)\right]E_3 .$$

Light travelling along the bar averages $B$ over the length, so these strains go into $\sum_Jp^E_{3J}\bar S_J$. The result is linear in $R$:

$$r_{33}(R)=r_{33}^{\rm held}+(r^T_{33}-r_{33}^{\rm held})R .$$

Take a bar 5.0 mm long, with a square section 0.2 mm on a side, of density 6.0 g/cm³ and mechanical quality factor 50. Its first length resonance is at 452 kHz. At 10 kHz, $r_{33}$ is the free value, 88.3 pm/V. At 2845 kHz, $|R|=0.052$ and the in-phase coefficient is 81.4 pm/V, close to the length-held value of 81.05 and far above the clamped 51.43.

Removing $S_1$ alone would raise $r_{33}$ by $-p^E_{31}d_{31}=1.07$ pm/V. It falls by 7.27 instead, so the stress-induced lateral strains contribute about $-8.3$ pm/V.

Using the compliance $s^E_{11}$ for the thickness as well would put the first lateral resonance at 11 MHz. The crystal is softer along the polar axis, and the motions along 2 and 3 are coupled; together these lower it to about 9 MHz. With that value, the same tangent formula suggests that lateral inertia already enlarges the lateral strain by about 9% at 2845 kHz. The lateral strains supply about 30 pm/V of $r_{33}$ there, so lateral inertia adds roughly 2 to 3 pm/V to the 81.4 pm/V found without it. A three-dimensional elastic solution of the same bar gives 84.2 pm/V at this frequency, with $|R|=0.067$ instead of the thin-bar 0.052.

Full clamping requires frequencies well above the lateral resonances too. Even then, inertia suppresses only the strain averaged over the cross-section. A beam much narrower than the bar can still meet a large local strain from the sound waves inside it, unless these are damped.

**Q.** What does the difference cost me in voltage?

**A.** Let the light travel along the 5.0 mm length, polarized along 3. From $n_3=B_3^{-1/2}$ follows $dn_3=-\tfrac12n_3^3dB_3$. With voltage $V$ across thickness $t$, a phase change of $\pi$ needs $|\Delta n_3|L=\lambda/2$, so

$$V_\pi=\frac{\lambda t}{n_3^3r_{33}L}.$$

For $\lambda=633$ nm and $n_3=2.3681$, $n_3^3=13.28$ and

$$V_\pi^T=\frac{(633\times10^{-9})(0.2\times10^{-3})}{13.28(88.32\times10^{-12})(5\times10^{-3})}=21.6\ \mathrm V .$$

The clamped value is 37.1 V, or 1.72 times as much, with geometry, wavelength and starting state unchanged.

**Q.** My interferometer also sees the bar change length. Have you counted that?

**A.** Not in $r$ or in $V_\pi$. A bar that grows by $\delta L$ in air adds $n_3\delta L$ of optical path and removes $\delta L$ of air. Per unit field and length,

$$\frac{1}{L}\frac{d(\text{path})}{dE_3}=-\tfrac12n_3^3r^T_{33}+(n_3-1)d_{31}.$$

The terms are $-586$ and $-41$ pm/V. They have the same sign, so the length change adds 7.0% to the index phase. Attributing the whole phase to $r^T_{33}$ would overestimate it by that fraction.

**Q.** And if the crystal turns as it deforms?

**A.** The formula uses axes that turn with the crystal. In laboratory axes, a small rotation $\phi$ about axis 1 gives

$$B'_{23}=\phi(B_{22}-B_{33}).$$

In simple shear with one pair of faces kept from turning, $|\phi|=|S_4|/2$. The resulting contribution to $r_{42}$ has magnitude $\tfrac12d_{15}|B_{22}-B_{33}|$. With $n_1=2.4176$ this is 0.96 pm/V, small beside 633 pm/V because the birefringence is small. Its sign depends on which faces are held.

**Q.** Fast fields are adiabatic, but you fixed the temperature.

**A.** The relation also holds with every coefficient adiabatic; mixing conditions causes the error. In the model let $\alpha$ rise with temperature $\Theta$ at the rate $a'=1/(\varepsilon_0\Theta_C)$, where $\Theta_C$ is the Curie constant. The polarization entropy density is $-a'P^2/2$. For heat capacity $C$ per volume, constant total entropy gives $d\Theta=\Theta a'P_s\,dP_3/C$. The stress-free equation of state gives

$$dE_3=\frac{dP_3}{\chi^T_{33}}+a'P_s\,d\Theta=\frac{dP_3}{\chi^T_{33}}(1+y),\qquad y=\frac{\Theta(a'P_s)^2\chi^T_{33}}{C}.$$

Without stress, $B$ in this model depends on $P$ alone, so $r^T_{33}$ is divided by $1+y$. At 300 K, with $C=3.0$ J/(cm³ K) and a rough $\Theta_C$ of 150000 K, it falls by 0.47%. Ordinary thermal expansion and the direct thermo-optic effect are left out.

**Q.** Is this model any real crystal?

**A.** Its round parameters lie in the rough regime of tetragonal barium titanate near room temperature. The indices near 2.4, the polarization and an $r_{33}$ of order 100 pm/V are reasonable for it. The transition temperature is not: with the $\Theta_C$ used above, $\alpha$ vanishes only at 800 K, whereas the real crystal becomes cubic near 400 K. The model therefore describes small changes near room temperature, not the approach to the transition. The model's free $r_{42}$ of 633 pm/V is low: real values are roughly 1000 pm/V or more. This coefficient is sensitive to the transverse susceptibility. Without stress, $B_4=(g_{44}+p^P_{44}Q_{44})P_2P_3$, so $r^T_{42}$ is proportional to $\chi^T_{11}$. Raising that susceptibility from 2000 to 4000, other inputs fixed, would double $r^T_{42}$ to about 1270 pm/V.

Real devices can also break the single-domain assumption. The free half-wave field is 1.08 kV/cm and the clamped one 1.85 kV/cm, against a rough coercive field of 1 kV/cm. A drive of this size against the polarization could switch domains; a bias that keeps the total field along the polarization avoids that cause. Reversing a domain changes the signs of $r$ and $d$ but not of $p$. If a fraction $v$ of the light path is reversed and each domain strains freely, the average $r$ is multiplied by $1-2v$. Ten percent reversal then lowers $r^T_{33}$ from 88 to 71 pm/V. Domains that hinder one another's strain need a separate elastic calculation.

By contrast, nonlinearity within the single-domain model changes $r_{33}$, taken as the change in $B_3$ divided by the field, by only $-0.06\%$ at the free half-wave field along the polarization and by $+0.06\%$ against it. The numerical output lists the remaining values.

## Computed values

```
Input Ps: 25.0 uC/cm2
Input free susceptibilities 33, 11: 150, 2000
Input Q11, Q12, Q44: 0.110, -0.045, 0.060 m4/C2
Input c11, c12, c44 (constant P): 200, 100, 120 GPa
Input g11, g12, g44: 0.12, 0.02, 0.14 m4/C2
Input p11, p12, p44 (constant P): 0.20, 0.10, 0.05
Input parent impermeability: 0.17
Clamped susceptibilities 33, 11: 96.8, 1353.1
Indices n1, n3: 2.4176, 2.3681
d31, d33, d15: -29.88, 73.05, 265.63 pm/V
e31, e33, e15: -1.07, 5.57, 21.56 C/m2
p11, p12, p13 (constant E): 0.1893, 0.0893, 0.1557
p31, p33, p44 (constant E): 0.0357, 0.5343, 0.8048
r13 free, clamped, difference: 11.62, 8.57, 3.05 pm/V
r13 difference from p.d: 3.05 pm/V
r13 wrong difference from constant-P p: -1.66 pm/V
r33 free, clamped, difference: 88.32, 51.43, 36.89 pm/V
r33 difference from p.d: 36.89 pm/V
r33 wrong difference from constant-P p: 8.63 pm/V
r42 free, clamped, difference: 633.07, 419.31, 213.76 pm/V
r42 difference from p.d: 213.76 pm/V
r42 wrong difference from constant-P p: 13.28 pm/V
r13 parts: d31 term, d33 term: -8.32, 11.37 pm/V
r33 parts: d31 term, d33 term: -2.13, 39.03 pm/V
r33 difference in Gaussian units: 1.106e-06 cm/statV
Largest mismatch of main result, all 18 entries: 0.000039 pm/V
c13, c33 (constant E): 107.0, 163.8 GPa
Film: strain per field, r33: 34.02, 69.60 pm/V
Bar length, thickness: 5.0, 0.2 mm
Bar density: 6.0 g/cm3
Bar mechanical quality factor: 50
Bar first length, lateral resonance (estimate): 452, 11290 kHz
At 10 kHz: |mean length strain|/(d31 E): 1.0004
At 10 kHz: in-phase r33: 88.32 pm/V
At 2845 kHz: |mean length strain|/(d31 E): 0.0522
At 2845 kHz: in-phase r33: 81.42 pm/V
r33 with only mean length strain held: 81.05 pm/V
Wavelength: 633 nm
Half-wave voltage free, clamped: 21.59, 37.07 V
Half-wave field, free: 1.079 kV/cm
Path-length phase / index phase: 6.97 %
Rotation contribution to r42, magnitude: 0.96 pm/V
Nonlinear change of r33 at half-wave field: -0.057 %
Input temperature: 300 K
Input heat capacity: 3.0 J/(cm3 K)
Input Curie constant (rough): 150000 K
Adiabatic change of free r33: -0.468 %
Input domain coercive field (rough): 1.0 kV/cm
Half-wave field / coercive field, free, clamped: 1.08, 1.85
```
